# Reactive Compensation of a Chireix Outphasing Combiner at Two Angles: a numerical check

```python
# Result under test: a Chireix combiner with sources V exp(+j t), V exp(-j t),
# quarter-wave lines Z0 and common load R has branch admittances
#   Y1 = g (1 + cos 2t - j sin 2t),  Y2 = conj(Y1),  g = R / Z0^2.
# Shunts +jB (source 1) and -jB (source 2), B = g sin 2tc, cancel the reactive
# part at t = tc and t = 90 deg - tc. The lowest power factor between these
# angles is 2 s / (1 + s^2), s = sin 2tc. Phasors are peak values, exp(+j w t).
# The network side replaces each line by a ladder of small L and C elements.
import numpy as np
from scipy.optimize import brentq

V = 25.0             # source amplitude, V
VDD = 28.0           # supply, V
R = 25.0             # load, ohm
Z0 = 30.0            # line impedance, ohm
F0 = 2.0e9           # design frequency, Hz
TC = 20.0            # first cancellation angle, degrees
CDS = 2.0e-12        # rough drain capacitance, F
Q_IND = 50.0         # rough inductor quality factor
RON_COLD = 0.6       # rough on-resistance, ohm
RON_HOT = 1.1        # rough on-resistance of a hot device, ohm
V_BREAK = 120.0      # rough breakdown voltage, V


def combiner(freq_ratio, sections=200):
    """Port admittance matrix and load-voltage row from an LC ladder."""
    phase = freq_ratio * np.pi / 2
    y_series = 1 / (1j * Z0 * phase / sections)
    y_shunt = 1j * phase / (Z0 * sections)
    last = 2 * sections
    Y = np.zeros((last + 1, last + 1), complex)
    for a in range(last):
        b = a + 1
        Y[a, a] += y_series + y_shunt / 2
        Y[b, b] += y_series + y_shunt / 2
        Y[a, b] -= y_series
        Y[b, a] -= y_series
    Y[sections, sections] += 1 / R
    ends = [0, last]
    inner = np.arange(1, last)
    transfer = -np.linalg.solve(Y[np.ix_(inner, inner)], Y[np.ix_(inner, ends)])
    port = Y[np.ix_(ends, ends)] + Y[np.ix_(ends, inner)] @ transfer
    return port, transfer[sections - 1]


def drive(deg, port, shunts=(0, 0), r_on=0.0):
    """Source voltages, source currents and node voltages."""
    t = np.radians(deg)
    source = V * np.array([np.exp(1j * t), np.exp(-1j * t)])
    total = port + np.diag(shunts)
    node = np.linalg.solve(np.eye(2) + r_on * total, source)
    return source, total @ node, node


def admittances(deg, port, shunts=(0, 0)):
    source, current, _ = drive(deg, port, shunts)
    return current / source


def power_factor(y):
    return y.real / abs(y)


g = R / Z0**2
s = np.sin(np.radians(2 * TC))
B = g * s
T2 = 90 - TC
comp = (1j * B, -1j * B)
port, load_row = combiner(1.0)

# Branch admittances, load voltage and power against the ladder network
worst_error = 0.0
for deg in (0, 5, 20, 37, 45, 61, 70, 85):
    t = np.radians(deg)
    y1 = g * (1 + np.cos(2 * t) - 1j * np.sin(2 * t))
    y = admittances(deg, port)
    err = max(abs(y[0] - y1), abs(y[1] - np.conj(y1))) / (2 * g)
    worst_error = max(worst_error, err)
    source, current, node = drive(deg, port, comp)
    v_load = load_row @ node
    assert abs(v_load + 2j * R * V * np.cos(t) / Z0) < 1e-4 * 2 * R * V / Z0
    p_load = abs(v_load)**2 / (2 * R)
    p_source = 0.5 * np.sum(source * current.conj()).real
    p_formula = 2 * g * V**2 * np.cos(t)**2
    assert abs(p_load - p_formula) < 1e-4 * 2 * g * V**2
    assert abs(p_source - p_load) < 1e-6 * 2 * g * V**2
assert worst_error < 1e-4   # ladder discretisation error is about 1e-5


# Cancellation angles found from the network, for both branches
def net_b(deg, branch, shunts):
    return admittances(deg, port, shunts)[branch].imag


grid = np.linspace(0.05, 89.95, 900)
for branch in (0, 1):
    vals = np.array([net_b(d, branch, comp) for d in grid])
    idx = np.where(vals[:-1] * vals[1:] < 0)[0]
    roots = [brentq(net_b, grid[i], grid[i + 1], args=(branch, comp)) for i in idx]
    assert len(roots) == 2
    assert abs(roots[0] - TC) < 0.01 and abs(roots[1] - T2) < 0.01

# Too large a shunt leaves no angle of cancellation
large = (1.05j * g, -1.05j * g)
assert min(net_b(d, 0, large) for d in grid) > 0

# Lowest power factor between the two angles
scan = np.linspace(TC, T2, 2001)
pf_scan = np.array([power_factor(admittances(d, port, comp)[0]) for d in scan])
pf_low = 2 * s / (1 + s**2)
t_low = np.degrees(np.arctan(1 / s))
assert abs(pf_scan.min() - pf_low) < 1e-4
assert abs(scan[pf_scan.argmin()] - t_low) < 0.1

w0 = 2 * np.pi * F0
p_peak = 2 * g * V**2
print(f"source amplitude {V:.0f} V, supply {VDD:.0f} V, frequency {F0/1e9:.1f} GHz")
print(f"load R = {R:.0f} ohm, line Z0 = {Z0:.0f} ohm")
print(f"g = R/Z0^2 = {g*1e3:.2f} mS, branch conductance at 0 deg = {2*g*1e3:.2f} mS")
print(f"cancellation angles {TC:.0f} and {T2:.0f} deg, s = sin(2 tc) = {s:.4f}")
print(f"angles found from ladder network: {roots[0]:.3f} and {roots[1]:.3f} deg")
print(f"largest ladder-formula difference / 2g = {worst_error:.1e}")
print(f"shunt susceptance B = {B*1e3:.2f} mS")
print(f"ideal shunts: C = {B/w0*1e12:.2f} pF, L = {1/(w0*B)*1e9:.2f} nH")
print(f"peak output power = {p_peak:.2f} W")
print("Branch 1: angle deg, G mS, B bare mS, B net mS, PF bare, PF net")
table = (0, TC, 45, t_low, T2, 80)
for deg in table:
    bare = admittances(deg, port)[0]
    net = admittances(deg, port, comp)[0]
    print(f"  {deg:5.2f} {bare.real*1e3:7.2f} {bare.imag*1e3+0.0:7.2f} "
          f"{net.imag*1e3:7.2f} {power_factor(bare):6.3f} {power_factor(net):6.3f}")
print("Output: angle deg, power W, level relative to peak dB")
for deg in table:
    p = abs(load_row @ drive(deg, port)[2])**2 / (2 * R)
    print(f"  {deg:5.2f} {p:7.2f} {10*np.log10(p/p_peak):7.2f}")
print(f"lowest PF between the angles = {pf_low:.4f} at {t_low:.2f} deg")
i_bare = V * abs(admittances(T2, port)[0])
i_comp = V * abs(admittances(T2, port, comp)[0])
print(f"source current at {T2:.0f} deg: bare {i_bare:.3f} A, compensated {i_comp:.3f} A")
swapped = admittances(T2, port, (-1j * B, 1j * B))[0]
assert power_factor(swapped) < power_factor(admittances(T2, port)[0])
print(f"PF at {T2:.0f} deg with the shunts interchanged = {power_factor(swapped):.3f}")

# Drain capacitance and the inductors that absorb it
b_ds = w0 * CDS
b_ind = np.array([b_ds - B, b_ds + B])
assert b_ind.min() > 0
inductors = 1 / (w0 * b_ind)
ignored = admittances(T2, port, (1j * (B + b_ds), 1j * (b_ds - B)))
print(f"drain capacitance {CDS*1e12:.1f} pF (rough): susceptance {b_ds*1e3:.2f} mS")
print(f"PF at {T2:.0f} deg if it is ignored: branch 1 {power_factor(ignored[0]):.3f}, "
      f"branch 2 {power_factor(ignored[1]):.3f}")
print(f"absorbing inductors: branch 1 {inductors[0]*1e9:.2f} nH, "
      f"branch 2 {inductors[1]*1e9:.2f} nH")


def real_shunts(ratio):
    w = ratio * w0
    return 1j * w * CDS + 1 / (1j * w * inductors)


assert np.allclose(real_shunts(1.0), comp, atol=1e-12)
print("PF with absorbed capacitance: frequency GHz, angle deg, branch 1, branch 2")
for ratio in (0.95, 1.05):
    port_off, _ = combiner(ratio)
    for deg in (TC, T2):
        y = admittances(deg, port_off, real_shunts(ratio))
        print(f"  {ratio*F0/1e9:.2f} {deg:4.0f} "
              f"{power_factor(y[0]):6.3f} {power_factor(y[1]):6.3f}")

# Inductor loss at fixed source voltage
p_ind = 0.5 * V**2 * b_ind.sum() / Q_IND
print(f"inductor loss at Q = {Q_IND:.0f} (rough): {p_ind:.3f} W")
for deg in (TC, T2):
    p = p_peak * np.cos(np.radians(deg))**2
    print(f"  relative to output at {deg:.0f} deg: {100*p_ind/p:.2f} %")

# On-resistance in series with each source
print("On-resistance (rough): ohm, angle deg, output / ideal, share lost in it %")
for r_on in (RON_COLD, RON_HOT):
    for deg in (0, T2):
        source, current, node = drive(deg, port, comp, r_on)
        p_out = abs(load_row @ node)**2 / (2 * R)
        p_lost = 0.5 * r_on * np.sum(abs(current)**2)
        p_in = 0.5 * np.sum(source * current.conj()).real
        assert abs(p_in - p_out - p_lost) < 1e-6 * p_peak
        ideal = p_peak * np.cos(np.radians(deg))**2
        print(f"  {r_on:.1f} {deg:4.0f} {p_out/ideal:7.3f} {100*p_lost/p_in:7.2f}")

# Peak drain voltage: sinusoid, and half-sine whose mean is the supply
x = np.linspace(0, 2 * np.pi, 20001)
half_sine = np.maximum(np.sin(x), 0)
mean = np.sum((half_sine[1:] + half_sine[:-1]) / 2 * np.diff(x)) / (2 * np.pi)
v_half = VDD / mean
assert abs(v_half - np.pi * VDD) < 1e-3
print(f"peak drain voltage: sinusoid {VDD+V:.0f} V, half-sine {v_half:.1f} V")
print(f"rough breakdown voltage {V_BREAK:.0f} V")
print("checks complete")
```

Printed output:

```
source amplitude 25 V, supply 28 V, frequency 2.0 GHz
load R = 25 ohm, line Z0 = 30 ohm
g = R/Z0^2 = 27.78 mS, branch conductance at 0 deg = 55.56 mS
cancellation angles 20 and 70 deg, s = sin(2 tc) = 0.6428
angles found from ladder network: 20.001 and 70.000 deg
largest ladder-formula difference / 2g = 1.6e-05
shunt susceptance B = 17.86 mS
ideal shunts: C = 1.42 pF, L = 4.46 nH
peak output power = 34.72 W
Branch 1: angle deg, G mS, B bare mS, B net mS, PF bare, PF net
   0.00   55.55   -0.00   17.85  1.000  0.952
  20.00   49.06  -17.86    0.00  0.940  1.000
  45.00   27.78  -27.78   -9.92  0.707  0.942
  57.27   16.24  -25.27   -7.41  0.541  0.910
  70.00    6.50  -17.85    0.00  0.342  1.000
  80.00    1.68   -9.50    8.35  0.174  0.197
Output: angle deg, power W, level relative to peak dB
   0.00   34.72   -0.00
  20.00   30.66   -0.54
  45.00   17.36   -3.01
  57.27   10.15   -5.34
  70.00    4.06   -9.32
  80.00    1.05  -15.21
lowest PF between the angles = 0.9097 at 57.27 deg
source current at 70 deg: bare 0.475 A, compensated 0.162 A
PF at 70 deg with the shunts interchanged = 0.179
drain capacitance 2.0 pF (rough): susceptance 25.13 mS
PF at 70 deg if it is ignored: branch 1 0.250, branch 2 0.250
absorbing inductors: branch 1 10.93 nH, branch 2 1.85 nH
PF with absorbed capacitance: frequency GHz, angle deg, branch 1, branch 2
  1.90   20  0.999  1.000
  1.90   70  0.938  0.599
  2.10   20  0.999  1.000
  2.10   70  0.754  0.873
inductor loss at Q = 50 (rough): 0.314 W
  relative to output at 20 deg: 1.02 %
  relative to output at 70 deg: 7.73 %
On-resistance (rough): ohm, angle deg, output / ideal, share lost in it %
  0.6    0   0.936    3.57
  0.6   70   0.992    0.39
  1.1    0   0.887    6.38
  1.1   70   0.986    0.71
peak drain voltage: sinusoid 53 V, half-sine 88.0 V
rough breakdown voltage 120 V
checks complete
```
